# Damon–Eshbach surface waves from the magnetostatic boundary conditions of a film: verification in Python

```python
"""
Damon-Eshbach surface wave of an in-plane magnetized film, without exchange.

Result under test, for propagation perpendicular to the magnetization:
    f^2 = (fH + fM/2)^2 - (fM/2)^2 exp(-2 k d)
fH = gamma mu0 H0 / 2 pi, fM = gamma mu0 Ms / 2 pi   (GHz)
d = film thickness (um), k = |q| = wavenumber (rad/um)
Film: |x| < d/2, magnetization along +z, wave exp(i(q y - omega t)).

The independent road cuts the film into layers, integrates the dipole field
between them, and diagonalizes the linear torque equation. It uses neither a
susceptibility tensor nor boundary conditions.
"""
import numpy as np
import sympy as sp
from scipy import constants as const


def surface_frequency(k, fH, fM, d):
    return np.sqrt((fH + fM / 2)**2 - (fM / 2)**2 * np.exp(-2 * k * d))


def spin_matrix(n):
    return np.kron(np.array([[0, -1j], [1j, 0]]), np.eye(n))


def layer_energy(q, fH, fM, d, n, kz=0.0, exchange_area=0.0):
    """Hermitian matrix H of the torque equation f m = sigma H m."""
    k = np.hypot(q, kz)
    a = d / n
    x = (np.arange(n) + 0.5) * a - d / 2
    dx = x[:, None] - x[None, :]
    G = np.exp(-k * np.abs(dx)) * (2 * np.sinh(k * a / 2) / k)**2 / a
    np.fill_diagonal(G, (2 / k) * (1 + np.expm1(-k * a) / (k * a)))
    S = np.sign(dx) * G
    one = np.eye(n)
    demag = np.block([[one - k / 2 * G, 0.5j * q * S],
                      [0.5j * q * S, q**2 / (2 * k) * G]])
    lap = 2 * one - np.eye(n, k=1) - np.eye(n, k=-1)
    lap[0, 0] = lap[-1, -1] = 1.0      # free spins at both faces
    stiff = exchange_area * (k**2 * one + lap / a**2)
    return fH * np.eye(2 * n) + fM * (demag + np.kron(np.eye(2), stiff))


def layer_modes(*args, **kwargs):
    """Positive frequencies in rising order, and their magnetization vectors."""
    H = layer_energy(*args, **kwargs)
    n = len(H) // 2
    L = np.linalg.cholesky(H)
    Ld = L.conj().T
    f, u = np.linalg.eigh(Ld @ spin_matrix(n) @ L)
    v = np.linalg.solve(Ld, u)
    return f[n:], v[:, n:]


def face_potential_ratio(vector, q, d):
    """Potential at x = +d/2 over that at x = -d/2, from the dipole integral."""
    n = len(vector) // 2
    k = abs(q)
    x = (np.arange(n) + 0.5) * d / n - d / 2
    mx, my = vector[:n], vector[n:]
    top = np.sum((mx - 1j * q / k * my) * np.exp(-k * (d / 2 - x)))
    bottom = np.sum((-mx - 1j * q / k * my) * np.exp(-k * (d / 2 + x)))
    return top / bottom


# ---- Symbolic test: torque equation plus face conditions ----
w, wH, wM, T = sp.symbols("w wH wM T", positive=True)   # T = exp(k d / 2)
mx, my, hx, hy = sp.symbols("mx my hx hy")
response = sp.solve([-sp.I * w * mx + wH * my - wM * hy,
                     -sp.I * w * my - wH * mx + wM * hx], [mx, my], dict=True)[0]
target = (wH + wM / 2)**2 - wM**2 / (4 * T**4)
for s in (1, -1):
    def normal_b(c):
        # b_x / mu0 for the potential exp(c k x), in units with k = 1
        fields = {hx: -c, hy: -sp.I * s}
        return sp.simplify(sp.expand((hx + response[mx]).subs(fields)))
    grow, decay = normal_b(1), normal_b(-1)
    det = (grow - 1) * T * (decay + 1) * T - (decay - 1) / T * (grow + 1) / T
    numerator = sp.expand(sp.fraction(sp.cancel(sp.together(det)))[0])
    assert sp.Poly(numerator, w).degree() == 2
    assert sp.simplify(sp.expand(numerator.subs(w, sp.sqrt(target)))) == 0

# ---- Layer test over fields, thicknesses and both directions ----
worst = 0.0
for fH_t, fM_t, kd_t in [(1.0, 5.0, 0.2), (3.0, 5.0, 1.0), (6.0, 2.0, 2.0)]:
    for s in (1, -1):
        f_layers = layer_modes(s * kd_t, fH_t, fM_t, 1.0, 100)[0][-1]
        f_law = surface_frequency(kd_t, fH_t, fM_t, 1.0)
        worst = max(worst, abs(f_layers / f_law - 1))
assert worst < 3e-4      # layer error is of order (k d / 100)^2

# ---- Worked example: rough values of a garnet delay-line film ----
B_field, B_mag = 0.100, 0.180          # mu0 H0 and mu0 Ms, T
d, wavelength, g_factor, alpha = 5.0, 50.0, 2.0, 2e-4
gamma = g_factor * const.physical_constants["Bohr magneton"][0] / const.h * 1e-9
fH, fM = gamma * B_field, gamma * B_mag
k = 2 * np.pi / wavelength
f = surface_frequency(k, fH, fM, d)
f_bulk = np.sqrt(fH * (fH + fM))
f_top = fH + fM / 2
v_group = 2 * np.pi * fM**2 * d * np.exp(-2 * k * d) / (4 * f)   # um/ns = km/s
rate = 2 * np.pi * alpha * f_top                                # 1/ns
potential_ratio = np.exp(k * d) * (1 + 2 * (f + fH) / fM)
r = fM / (2 * fH + fM + 2 * f)
m_ratio = np.exp(k * d) * (1 - r * np.exp(-2 * k * d)) / (1 - r)

n = 120
freqs, vecs = layer_modes(k, fH, fM, d, n)
assert abs(freqs[-1] / f - 1) < 2e-4
bulk_spread = np.max(np.abs(freqs[:-1] / f_bulk - 1))
assert bulk_spread < 5e-3              # finite layers lift the degeneracy slightly

# Outside field: strong face for +q, inverted ratio for -q
ratio_plus = face_potential_ratio(vecs[:, -1], k, d)
back_vecs = layer_modes(-k, fH, fM, d, n)[1]
ratio_minus = face_potential_ratio(back_vecs[:, -1], -k, d)
assert abs(ratio_plus / potential_ratio - 1) < 1e-2
assert abs(ratio_minus * potential_ratio - 1) < 1e-2

# Magnetization profile through the thickness
x = (np.arange(n) + 0.5) * d / n - d / 2
profile = np.exp(k * x) - r * np.exp(-k * d) * np.exp(-k * x)
numeric = vecs[:n, -1] / vecs[n // 2, -1]
assert np.max(np.abs(numeric - profile / profile[n // 2])) < 1e-2

# Group velocity from the layer frequencies
step = 0.01 * k
f_up = layer_modes(k + step, fH, fM, d, n)[0][-1]
f_down = layer_modes(k - step, fH, fM, d, n)[0][-1]
v_layers = 2 * np.pi * (f_up - f_down) / (2 * step)
assert abs(v_layers / v_group - 1) < 3e-3

# Decay rate from the damped torque equation
n_damp = 60
sigma = spin_matrix(n_damp)
damped = np.linalg.solve(np.eye(2 * n_damp) + 1j * alpha * sigma,
                         sigma @ layer_energy(k, fH, fM, d, n_damp))
complex_f = np.linalg.eigvals(damped)
rate_layers = -2 * np.pi * complex_f[np.argmax(complex_f.real)].imag
assert abs(rate_layers / rate - 1) < 3e-3

# ---- Size of the neglected effects ----
A_exchange = 3.7e-12                   # J/m, rough
exchange_area = 2 * A_exchange * const.mu_0 / B_mag**2 * 1e12    # um^2
n_ex = 200
f0, v0 = layer_modes(k, fH, fM, d, n_ex)
f1, v1 = layer_modes(k, fH, fM, d, n_ex, exchange_area=exchange_area)
overlap = v0[:, -1].conj() @ spin_matrix(n_ex) @ v1
weights = np.abs(overlap)**2 * f0[-1] * f1
best = int(np.argmax(weights))
exchange_shift = (f1[best] - f0[-1]) * 1e3                     # MHz
assert abs(exchange_shift) < 0.01 * (f - f_bulk) * 1e3

strip_width = 2000.0                   # um
f_strip = layer_modes(k, fH, fM, d, n, kz=np.pi / strip_width)[0][-1]
width_shift = (f_strip - freqs[-1]) * 1e3
B_aniso, B_drop = 0.005, 0.003         # T, rough
aniso_shift = (surface_frequency(k, fH + gamma * B_aniso, fM, d) - f) * 1e3
heat_shift = (surface_frequency(k, fH, fM - gamma * B_drop, d) - f) * 1e3
permittivity = 15.0                    # relative, rough
k_light = 2 * np.pi * f * 1e9 / const.c * 1e-6                  # rad/um
retardation = permittivity * (k_light / k)**2

print("INPUTS (round values, rough garnet-film regime)")
print(f"internal field mu0 H0 = {B_field*1e3:.0f} mT")
print(f"magnetization mu0 Ms = {B_mag*1e3:.0f} mT")
print(f"thickness d = {d:.1f} um, wavelength = {wavelength:.1f} um")
print(f"g factor = {g_factor:.1f}, damping alpha = {alpha:.1e}")
print("SURFACE WAVE")
print(f"gamma/2pi = {gamma:.4f} GHz/T")
print(f"fH = {fH:.4f} GHz, fM = {fM:.4f} GHz")
print(f"k = {k:.5f} rad/um, k d = {k*d:.4f}")
print(f"exp(-2 k d) = {np.exp(-2*k*d):.4f}")
print(f"lower edge (bulk) frequency = {f_bulk:.4f} GHz")
print(f"upper edge fH + fM/2 = {f_top:.4f} GHz")
print(f"surface-wave frequency, formula = {f:.4f} GHz")
print(f"surface-wave frequency, {n} layers = {freqs[-1]:.4f} GHz")
print(f"group velocity, formula = {v_group:.3f} km/s")
print(f"group velocity, layers = {v_layers:.3f} km/s")
print(f"delay per mm = {1000/v_group:.1f} ns")
print(f"outside potential, top/bottom face, formula = {potential_ratio:.3f}")
print(f"same ratio from layers, +q = {ratio_plus.real:.3f}")
print(f"same ratio from layers, -q = {ratio_minus.real:.4f}")
print(f"m_x at top face over bottom face = {m_ratio:.3f}")
print("DISPERSION: k (rad/um), k d, formula (GHz), layers (GHz)")
for k_row in (0.02, 0.05, 0.1, 0.2, 0.4):
    f_row = layer_modes(k_row, fH, fM, d, n)[0][-1]
    law_row = surface_frequency(k_row, fH, fM, d)
    print(f"  {k_row:.2f}  {k_row*d:.2f}  {law_row:.4f}  {f_row:.4f}")
print("TESTS")
print(f"largest relative frequency error, trial films = {worst:.1e}")
print(f"largest relative spread of bulk modes = {bulk_spread:.1e}")
print("NEGLECTED EFFECTS (rough inputs)")
print(f"amplitude decay rate = {rate*1e3:.3f} per us")
print(f"decay rate from damped layers = {rate_layers*1e3:.3f} per us")
print(f"amplitude decay length = {v_group/rate/1000:.3f} mm")
print(f"exchange stiffness = {A_exchange*1e12:.1f} pJ/m")
print(f"exchange length = {np.sqrt(exchange_area)*1e3:.1f} nm")
print(f"exchange shift of surface mode = {exchange_shift:.3f} MHz")
print(f"overlap weight with exchange-free mode = {weights[best]:.3f}")
print(f"thickness modes below it, exchange on = {best}")
print(f"strip width = {strip_width/1000:.1f} mm, shift = {width_shift:.3f} MHz")
print(f"anisotropy field {B_aniso*1e3:.0f} mT, shift = {aniso_shift:.1f} MHz")
print(f"10 K warming, mu0 Ms drop assumed = {B_drop*1e3:.0f} mT")
print(f"shift from that drop = {heat_shift:.1f} MHz")
print(f"relative permittivity = {permittivity:.0f}")
print(f"retardation parameter eps (omega/c k)^2 = {retardation:.1e}")
print("finished without a failed check")
```

It prints:

```
INPUTS (round values, rough garnet-film regime)
internal field mu0 H0 = 100 mT
magnetization mu0 Ms = 180 mT
thickness d = 5.0 um, wavelength = 50.0 um
g factor = 2.0, damping alpha = 2.0e-04
SURFACE WAVE
gamma/2pi = 27.9925 GHz/T
fH = 2.7992 GHz, fM = 5.0386 GHz
k = 0.12566 rad/um, k d = 0.6283
exp(-2 k d) = 0.2846
lower edge (bulk) frequency = 4.6840 GHz
upper edge fH + fM/2 = 5.3186 GHz
surface-wave frequency, formula = 5.1460 GHz
surface-wave frequency, 120 layers = 5.1460 GHz
group velocity, formula = 11.028 km/s
group velocity, layers = 11.029 km/s
delay per mm = 90.7 ns
outside potential, top/bottom face, formula = 7.786
same ratio from layers, +q = 7.786
same ratio from layers, -q = 0.1284
m_x at top face over bottom face = 2.300
DISPERSION: k (rad/um), k d, formula (GHz), layers (GHz)
  0.02  0.10  4.8053  4.8053
  0.05  0.25  4.9434  4.9434
  0.10  0.50  5.0943  5.0943
  0.20  1.00  5.2372  5.2372
  0.40  2.00  5.3076  5.3076
TESTS
largest relative frequency error, trial films = 7.9e-07
largest relative spread of bulk modes = 1.3e-06
NEGLECTED EFFECTS (rough inputs)
amplitude decay rate = 6.684 per us
decay rate from damped layers = 6.684 per us
amplitude decay length = 1.650 mm
exchange stiffness = 3.7 pJ/m
exchange length = 16.9 nm
exchange shift of surface mode = 0.057 MHz
overlap weight with exchange-free mode = 0.992
thickness modes below it, exchange on = 27
strip width = 2.0 mm, shift = -0.105 MHz
anisotropy field 5 mT, shift = 144.5 MHz
10 K warming, mu0 Ms drop assumed = 3 mT
shift from that drop = -37.6 MHz
relative permittivity = 15
retardation parameter eps (omega/c k)^2 = 1.1e-05
finished without a failed check
```
